# Fourfold coordination does not prove silicon defect-free: the bond defect

## What symmetry already fixes

The atoms of diamond silicon lie on two face-centred cubic sublattices, and every bond joins one sublattice to the other. A closed path along bonds must return to its starting sublattice, so it has an even number of steps. Perfect silicon therefore has no five- or seven-membered rings.

Now let some bonds join atoms of the same sublattice, and call them like bonds. On a closed path of \(L\) bonds, \(w\) of them like, the other \(L-w\) each change the sublattice. Their number must be even, so

\[
L\equiv w \pmod 2 .
\]

An odd ring contains an odd number of like bonds. The bond defect built below has two like bonds, exchanged by an inversion centre. Each odd ring then contains one of them, and inversion pairs it with a ring through the other. The odd rings of each length thus come in pairs, and all lie at the defect. Coordination, which only counts the bonds at each atom, contains none of this information.

Two atoms count as bonded when they are closer than 2.9 Å. A cycle is a closed path that visits no atom twice. A ring is a cycle without shortcuts: no two of its atoms are joined by a path shorter than the shorter way round the cycle. The crystal, or its periodic cell, is taken large enough that no short path closes by wrapping around the cell.

## The counter-example

Let \(\mathbf e_1,\mathbf e_2,\mathbf e_3,\mathbf e_4\) be the bond vectors from an atom of the first sublattice to its neighbours. From the second sublattice they are \(-\mathbf e_m\). Put atom A, of the first sublattice, at the origin, and choose

\[
A=0,\quad B=\mathbf e_4,\quad C=\mathbf e_1,\quad D=\mathbf e_4-\mathbf e_1 .
\]

C is a neighbour of A, and D is a neighbour of B. Bonds A–C and B–D are parallel and point to opposite sides of A–B, so the chain C–A–B–D is trans. Make the switch

\[
\{A\!-\!C,\;B\!-\!D\}\;\longrightarrow\;\{A\!-\!D,\;B\!-\!C\}.
\]

Each of the four atoms loses one bond and gains one, and no other atom is touched. Every coordination number is still four, and no atom has been added or removed. But A and D share a sublattice, and so do B and C: the new bonds are the two like bonds.

To see that atoms can adopt this bonding, take a cubic cell of 216 atoms with edge 1.629 nm. Turn A–B by 90° in the plane of C, A, B and D, so that A approaches D and B approaches C. Give all atoms small random displacements, so that the result does not rest on an imposed symmetry. Relax first with the Keating model, an elastic energy for a prescribed bond list, and then with the Stillinger–Weber potential, which has pair and three-body terms and no bond list. Finally, read the bonds afresh from the relaxed distances.

They are the switched bonds, and every atom has four. Bond lengths run from 2.245 to 2.489 Å, against 2.352 Å in the crystal of this potential: the extremes are 4.5% shorter and 5.8% longer. The closest unbonded pair is 3.248 Å apart. Any cutoff between 2.49 and 3.24 Å thus gives the same result, and the fourfold coordination is no accident of the chosen 2.9 Å.

Listing all cycles of up to seven bonds and discarding those with shortcuts gives:

| Ring size | Crystal | Bond defect |
|---|---:|---:|
| 5 | 0 | 4 |
| 6 | 432 | 420 |
| 7 | 0 | 8 |

The coordination numbers are identical in the two columns; the rings are not. The four five-rings contain 16 atoms between them, which also locates the defect.

Counting atoms on lattice sites does not reveal it either. A and B have each moved 1.23 Å, but A is still closer to its own site than to B's, which is 1.94 Å away. Assigning each atom to its nearest site gives no empty and no multiply occupied site. Bond angles do respond: they run from 86° to 147°, while the tetrahedral angle is 109.5°. The structure is well coordinated but strained.

## The general statement

1. In any bond network, replacing bonds P–Q and R–S by P–S and R–Q, where the new pairs were not bonded, preserves every coordination number. Coordination therefore does not determine the network.
2. A network containing an odd ring is not perfect diamond.
3. One trans switch in an \(N\)-atom diamond network gives
\[
n_5=4,\qquad n_6=2N-12,\qquad n_7=8 .
\]

Part 1 is the count of bonds lost and gained, and part 2 is the parity rule with \(w=0\). Part 3 needs a count of rings.

### Rings of the crystal

The four bond vectors sum to zero, and this is their only linear relation, up to a factor. A sum \(\sum_m c_m\mathbf e_m\) therefore vanishes only if all \(c_m\) are equal. If also \(\sum_m c_m=0\), every \(c_m\) is zero. On a closed path plus and minus steps alternate in equal numbers, so the labels of the plus steps must match those of the minus steps, repetitions included. Successive labels differ, because a repeated label would retrace the bond.

For four steps \(+i-j+k-l\), matching requires \(i=j\) or \(i=l\). Both are forbidden, so there are no four-cycles. For six steps \(+i-j+k-l+m-n\), label \(i\) differs from its neighbours \(j\) and \(n\), hence \(i=l\). Likewise \(k=n\) and \(m=j\). Every six-cycle has the form

\[
+\mathbf e_i-\mathbf e_j+\mathbf e_k-\mathbf e_i+\mathbf e_j-\mathbf e_k=0,
\qquad i,j,k\ \text{distinct}.
\]

A shortcut would close a cycle of fewer than six bonds, and the crystal has none, so every six-cycle is a ring. Three consequences follow.

- Two successive bonds \(i,j\) leave two choices of \(k\), so each bond angle lies in two six-rings. An atom has six angles and lies in 12 six-rings. The total is \(12N/6=2N\), or 432 for \(N=216\).
- There are \(2N\) bonds, so each lies in \(2N\times6/(2N)=6\) six-rings.
- Three successive bonds with distinct labels lie in one six-ring. The trans chain C–A–B–D has labels 1, 4, 1 and lies in none.

### Five-rings

A cycle of odd length contains one new bond. Consider A–D. A five-cycle needs an old path of four steps \(+a-b+c-d\) from A to D, with displacement \(\mathbf e_4-\mathbf e_1\). Matching labels gives

\[
\{a,c,1\}=\{b,d,4\}.
\]

Bond A–C is gone, so \(a\ne1\); bond D–B is gone, so \(d\ne1\). If \(a=4\), then \(\{c,1\}=\{b,d\}\), although \(c\) differs from both \(b\) and \(d\): impossible. Hence \(c=4\) and \(\{a,1\}=\{b,d\}\), so \(b=1\) and \(d=a\). The path is

\[
+\mathbf e_k-\mathbf e_1+\mathbf e_4-\mathbf e_k,\qquad k=2\text{ or }3 .
\]

These are old six-rings in which the two steps A–B–D have been replaced by A–D. Inversion about the midpoint of A–B exchanges A with B and C with D, and gives two more cycles through B–C. Hence there are four.

A shortcut in a five-cycle would make a triangle, and the new network has none. A triangle through A–D would need a two-step old path from A to D, and the only one passes through B along the removed bond. It has no four-cycle either. Such a cycle would need both new bonds, closed by A–B with C–D, or by A–C with B–D. C and D are not bonded, and the other two bonds were removed. The four five-cycles are therefore rings.

The trans choice matters. For a gauche switch, with \(D=\mathbf e_4-\mathbf e_2\), the same argument gives paths \(+k-2+4-k\). Now \(k\) cannot be 1, 2 or 4, so one path remains for each new bond and there are two five-rings.

### Six-rings

The removed bonds each lay in six six-rings. No ring contained both: it would contain A and B, hence the bond A–B, since otherwise that bond would cut it into shorter cycles. It would then contain the trans chain, which lies in no six-ring. Twelve rings are destroyed.

A new six-cycle would need both new bonds and four old ones. If the old paths join A to B and D to C, A–B takes one step and D to C takes three. The alternative, three steps from A to B, would make a four-cycle. But \(C-D=2\mathbf e_1-\mathbf e_4\), and matching labels allows one three-step path, \(+1-4+1\), which is D–B–A–C and uses removed bonds. If instead the paths join A to C and D to B, each needs at least five steps, since the direct bonds are gone. No new six-cycle exists.

The surviving six-cycles have no shortcuts. With triangles and four-cycles absent, a shortcut would split one into two five-cycles sharing two successive bonds. As the six-cycle has no new bond, both would share the same new bond; but the two five-rings through A–D share no other bond, and the same holds for B–C. Hence \(n_6=2N-12\), which is \(432-12=420\) in the example.

### Seven-rings

First take seven-cycles that contain A–B. If the new bond is B–C, the rest is a five-step old path from C to A. Together with the removed bond A–C it formed a six-ring. Of the six such rings, two passed through B, so four remain. The switch has lengthened them by replacing A–C with A–B–C. Inversion gives four more through A–D, eight in all.

Next take those without A–B. For new bond A–D, let the old path from A to D have labels \(+a-b+c-d+f-g\). Now \(a=k\) with \(k=2\) or 3, and \(g\ne1\). Let \(h\) be the other member of \(\{2,3\}\). Matching labels requires

\[
\{k,c,f,1\}=\{b,d,g,4\}.
\]

So \(c\) or \(f\) is 4. Call the other \(x\); then \(\{b,d,g\}=\{1,k,x\}\).

- If \(c=4,\ f=x\), neither \(d\) nor \(g\) can be \(x\), so \(b=x\). Then \(x\) occurs once, which excludes 1 and \(k\), and 4 is excluded because \(b\) is next to \(c\). Thus \(x=h\), and \(g\ne1\) gives the labels \(k,h,4,1,h,k\).
- If \(f=4,\ c=x\), neither \(b\) nor \(d\) can be \(x\), so \(g=x\), and again \(x=h\). Since \(b\ne k\), the labels are \(k,1,h,k,4,h\).

Two paths for each of two values of \(k\) make four, and inversion makes eight. All have shortcuts. In the first, atoms \(\mathbf e_k\) and \(\mathbf e_k-\mathbf e_1+\mathbf e_4\) are three steps apart round the cycle, through A and D, but two steps apart through \(\mathbf e_k-\mathbf e_1\). In the second, A and \(\mathbf e_h-\mathbf e_1\) are three steps apart through D, but two through \(\mathbf e_h\). The direct enumeration likewise finds 16 seven-cycles, of which eight are rings.

It remains to show that the eight cycles containing A–B have no shortcuts. Without triangles or four-cycles, a shortcut must replace three successive bonds by two, so those three bonds would belong to a five-ring. Take a cycle through B–C. Its atoms are

\[
A,\;B,\;C,\;C-\mathbf e_j,\;C-\mathbf e_j+\mathbf e_k,\;\mathbf e_k-\mathbf e_j,\;\mathbf e_k,
\]

with \(k=2\) or 3 and \(j\ne1,k\).

A five-ring through A–D could share three successive bonds with it only among its four old bonds. Any such three include the bond from \(\mathbf e_m\) to \(\mathbf e_m-\mathbf e_1\), with \(m=2\) or 3. The seven-cycle contains \(\mathbf e_m\) only for \(m=k\), and leaves it by labels \(k\) and \(j\), not 1.

A five-ring through B–C runs \(B,\;B-\mathbf e_m,\;B-\mathbf e_m+\mathbf e_1,\;C-\mathbf e_m,\;C\). Its first bond is absent from the seven-cycle, where B is joined to A and C. Any three successive bonds among the other four include both bonds at \(C-\mathbf e_m\), with labels \(m\) and 4. The seven-cycle reaches that atom only if \(j=m\), and leaves it by label \(k\ne4\). There is no shortcut. Inversion covers the other four cycles, so \(n_7=8\).

## What the absence of odd rings does not prove

The converse of part 2 is false. Hexagonal silicon stacks the same fourfold units in another order. A 360-atom cell of it has no five- or seven-rings and 720 six-rings, again two per atom. Coordination and these ring counts both agree with diamond. The third neighbour shell, counted in bond steps, does not: it has 25 atoms instead of 24. An odd ring is sufficient evidence against perfect diamond, but its absence is no certificate. A comparison with the reference bond list detects any changed bond, provided that the atoms can be matched to their original sites.

## Energy, and whether the defect survives

The formation energy is the energy of the relaxed defect cell minus that of the crystal with equal atom number and volume. It is 2.96 eV for 216 atoms, 2.94 eV for 512 and 2.93 eV for 1000, so at fixed cell shape the size shifts it by about 0.03 eV. Fitting a parabola to the energies relaxed at three cell edges, 0.2% apart, gives an expansion of about 0.25 atomic volumes and a gain of 0.002 eV when the volume is free. The stress of the defect is mostly anisotropic, and a linear-elastic estimate for freeing the shape of the 216-atom cell gives a larger gain, about 0.06 eV. The choice of model matters more. With \(\alpha=2.965\) eV/Å², \(\beta=0.285\,\alpha\) and bond length \(d\), the Keating energy at its own minimum is 4.5 eV for the standard stretching prefactor \(3\alpha/8d^2\) per bond, which gives a bulk modulus of 96 GPa, close to that of silicon. The first relaxation here used half that prefactor, which gives 52 GPa and 4.1 eV; it served only to prepare a starting geometry.

The defect is a true local minimum of the Stillinger–Weber energy: apart from the three uniform translations, the smallest curvature is positive, 0.55 eV/Å². It is nevertheless a very shallow one. A chain of configurations leading back to the crystal was relaxed by the elastic-band method. The highest energy found along it lies 0.015 eV above the defect. Up to the spacing of the sampled points, this is an upper bound on the recombination barrier in this potential for the 216-atom cell at fixed volume. The barrier is not converged with cell size: in the 512-atom cell the saddle lies 0.019 eV above the defect.

With barrier \(E_b\) and a chosen attempt rate \(\nu=10\) THz, the usual estimate of the lifetime is

\[
\tau=\nu^{-1}\exp(E_b/k_BT).
\]

For \(E_b=0.015\) eV the exponential is 1.8 at 300 K and 1.2 at 900 K, giving \(1.8\times10^{-13}\) and \(1.2\times10^{-13}\) s. The formula requires \(E_b\gg k_BT\), which fails here. These times are therefore not reliable lifetimes. What can be said is that the barrier is smaller than \(k_BT\) at 300 K and gives little protection.

A molecular-dynamics run shows that recombination can be fast, but one run does not give a mean lifetime, because the time to recombination depends on the starting velocities: of ten other draws, six recombined between 0.23 and 0.68 ps and four still held the defect at 0.7 ps. Velocities were drawn for 600 K, so that about half the kinetic energy would pass into vibrational potential energy and leave the cell near 300 K. Forty configurations were examined between 0.525 and 1.5 ps. All were fourfold coordinated, and none had the bonds of the defect. Cooling the last one to its nearest minimum gave the crystal energy and no five-rings: the defect had recombined. The mean temperature was 348 K. Sharing the released 2.96 eV among the \(3(216-1)=645\) vibrational modes predicts a rise of \(2.96\ \mathrm{eV}/(645\,k_B)\approx53\) K, comparable with the observed excess of 48 K over 300 K. The random draw of velocities alone scatters the expected 300 K by about 17 K, so a single run tests this only roughly. Coordination was four at the start and four at the end, so comparing the two does not register the annealing event. It departs from four only briefly, while the bonds are being exchanged.

This instability is a result for one potential and must not be read as the lifetime in silicon. Where the barrier is well above \(k_BT\), the estimated lifetime grows tenfold for each added \(k_BT\ln10\), about 0.06 eV at 300 K. An error of a few tenths of an electronvolt in the barrier therefore changes it by several orders of magnitude. One defect per cell also means \(1/(1.629\ \mathrm{nm})^3\), or about \(2.3\times10^{20}\ \mathrm{cm^{-3}}\), a dense population. In an implanted layer, nearby vacancies, interstitials and amorphous pockets break the assumption of a single defect in perfect surroundings, and the present calculation does not size their effect on the barrier. Electronic levels and charge states are also left out. None of this alters the ring counts, which hold wherever the switched bonds are present in otherwise perfect diamond.
